# The harmonic Coulomb energy of one displaced oxygen in fluorite hafnia, part 1

(Sections cited here and not found follow in the second part.)

## First half: one oxygen moves

Q: I have heard that an oxygen ion in fluorite hafnia can be displaced without any Coulomb cost at second order. It sits between four Hf ions of charge +4, so I find that hard to believe. What exactly is being moved, and what is held still?

A: One oxygen moves by a small vector $\mathbf u$, and every other ion of an infinite crystal stays where it was. The ions are rigid points with the formal charges $+4$ for Hf and $q=-2$ for O, in units of the elementary charge. The lattice is the ideal cubic fluorite one. There is no applied field and no macroscopic field from charged surfaces. Repulsion between electron shells, polarization and charge overlap are left out for now.

I put the origin at the undisplaced oxygen and use the cubic axes. In units of $a/4$, with $a$ the lattice constant, the oxygens sit at all integer triples with three even entries. The Hf ions sit at triples with three odd entries whose sum leaves remainder 3 on division by 4. The four nearest Hf ions are then at $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$.

Q: And the energy that changes?

A: The Coulomb energy is a sum over pairs. Pairs that do not contain the moved ion keep their distance, so they drop out of the difference:

$$\Delta E(\mathbf u)=k_e\,q\,[\phi(\mathbf u)-\phi(0)],\qquad \phi(\mathbf u)=\sum_j\frac{q_j}{|\mathbf u-\mathbf R_j|}.$$

The sum runs over all other ions, at $\mathbf R_j$. With charges in units of $e$ and lengths in nm, $\phi$ is in $e$/nm, and $k_e=e^2/(4\pi\varepsilon_0)=1.440$ eV nm turns the product into eV.

Q: That sum over an infinite crystal is notorious. Its value depends on the order of the terms, so an argument from symmetry could be spoiled by the shape of the crystal.

A: The order has to be fixed, and it can be fixed in a way that respects the symmetry. Each oxygen has four Hf neighbours, so I assign a quarter of its charge to each of them. Every Hf ion then carries eight corner charges of $-1/2$, and the group has total charge $4-8/2=0$.

Such a group has no dipole and no octupole, because it is symmetric under inversion through its Hf ion. Its quadrupole is a sum of $3X_aX_b-R^2\delta_{ab}$ over the corners of a cube. For $a\neq b$ the signs of $X_aX_b$ cancel. For $a=b$ each term vanishes, since $X^2=Y^2=Z^2=R^2/3$. The potential of a distant group therefore falls at least as fast as $1/R^5$. The number of groups in a shell grows as $R^2$, so the sum over groups converges whatever their order. A symmetry operation that maps the crystal onto itself also maps the set of groups onto itself. The quarter charges that belong to the moved ion are left out, which removes a single site at the origin and leaves the symmetry about the origin intact.

Q: What if a real crystal ends differently, with other surface charges?

A: For the second derivatives of $\phi$ that makes no difference in a large crystal. Changing the termination changes charges in a surface layer. Their number grows as $R^2$, and each contributes to the second derivative an amount of order $1/R^3$, so the total falls at least as $1/R$. A surface charge can leave a uniform field at the site, and this would add a term linear in $\mathbf u$. That is why I excluded a macroscopic field.

Q: Fine. Is there a linear term from the lattice itself?

A: No. Consider the half-turn about the $x$ axis, $(x,y,z)\to(x,-y,-z)$. It keeps even entries even and odd entries odd, and it changes the sum of the entries by $-2(y+z)$. For an Hf ion $y$ and $z$ are odd, $y+z$ is even, and the change is a multiple of 4. The crystal is thus mapped onto itself. The gradient of $\phi$ at the origin must be unchanged, but its $y$ and $z$ components change sign, so they are zero. The half-turn about $z$ removes the $x$ component in the same way.

Q: Now the second order. I expect a spring constant there.

A: We need the second derivatives. With $\mathbf s=\mathbf u-\mathbf R_j$ and $s=|\mathbf s|$,

$$\partial_a\frac1s=-\frac{s_a}{s^3},\qquad
\partial_a\partial_b\frac1s=\frac{3s_as_b}{s^5}-\frac{\delta_{ab}}{s^3}.$$

At $\mathbf u=0$ we have $\mathbf s=-\mathbf R_j$, and the two minus signs cancel in the product. The second-order energy is

$$\Delta E_2=\tfrac12k_e\,q\sum_{ab}u_aG_{ab}u_b,\qquad
G_{ab}=\sum_jq_j\frac{3R_{ja}R_{jb}-R_j^2\delta_{ab}}{R_j^5}.$$

$G$ is the second-derivative tensor of the potential; the tensor of derivatives of the electric field is $-G$.

The half-turn about $x$ sends $G_{xy}$ and $G_{xz}$ to minus themselves, and the half-turn about $z$ does so with $G_{yz}$. All off-diagonal elements therefore vanish. The cyclic exchange $x\to y\to z\to x$ leaves parity and sum of the integer triples unchanged, so it is also a symmetry. It gives $G_{xx}=G_{yy}=G_{zz}$. Hence

$$G_{ab}=\frac{\operatorname{tr}G}{3}\,\delta_{ab}.$$

Q: That is an isotropic spring, and not the absence of one.

A: Yes, symmetry goes no further than that. The remaining number follows from the trace, and here the form of the Coulomb law enters:

$$\operatorname{tr}G=\sum_jq_j\frac{3R_j^2-3R_j^2}{R_j^5}=0.$$

This is Laplace's equation at a point where the other ions have no charge. So $G=0$, and the second-order energy vanishes for every direction of $\mathbf u$. The values of $a$ and of the charges did not enter, provided the crystal is neutral.

Q: I still see four strongly charged neighbours. Where does their push go?

A: Take them alone. Let $R$ be the Hf–O distance and $\mathbf n_i$ the unit vectors to the four ions. The tensor $\sum_i\mathbf n_i\mathbf n_i$ has the same symmetry and has trace 4, so it equals $\tfrac43$ times the unit tensor. Their part of $G$ is

$$\frac{4}{R^3}\sum_{i=1}^4(3\mathbf n_i\mathbf n_i-1)=\frac4{R^3}\left(3\cdot\frac43-4\right)=0 .$$

For numbers, take $a=0.51$ nm, a rough value for cubic hafnia. Then $R=\sqrt3\,a/4=0.2208$ nm. A single Hf neighbour contributes $2\times4/R^3=743\ e/\text{nm}^3$ along its own bond. I define a stiffness $k$ by $\Delta E=ku^2/2$, so this neighbour contributes

$$k=1.440\times(-2)\times743=-2139\ \text{eV/nm}^2 .$$

The sign is negative because the attraction grows as the oxygen approaches. For the other three, the cosine between bond and displacement is $-1/3$. Each contributes $(3/9-1)\times4/R^3=-\tfrac23\times4/R^3$ to $G$. Together they give $-2\times4/R^3$, which is $+2139$ eV/nm² in stiffness. The four large terms compensate one another.

Q: Does the full lattice sum do the same when nobody imposes the symmetry?

A: It can be tried with a block that lacks the symmetry. I build the crystal from neutral linear units O–Hf–O along $[111]$, in a rhombohedral block with $2N+1$ units along each edge. The largest element of $G$ is $0.27$, $0.072$ and $0.018\ e/\text{nm}^3$ for $N=10$, 20 and 40. It drops by nearly a factor of 4 at each doubling. This fits the estimate for such units. They have a quadrupole, so each contributes a term of order $1/R^5$ to $G$, and the sum over the missing ones, $\int R^2\,dR/R^5$, falls as $1/R^2$. At $N=40$ the remainder is about $2.5\times10^{-5}$ of the contribution of a single Hf neighbour.

Q: If the second-order term is absent, is the oxygen simply free?

A: No. The next orders are present, and the symmetry says which. Under the half-turns a monomial $x^ly^mz^n$ survives if $m+n$, $l+n$ and $l+m$ are even, which means that $l,m,n$ are all even or all odd. At third order this leaves $xyz$, so $\phi_3=B\,xyz$ with $B=\partial_x\partial_y\partial_z\phi(0)$. In the Taylor series the six orderings of the derivatives cancel the factor $1/3!$.

Differentiating $3s_xs_y/s^5$ with respect to $z$ gives $-15s_xs_ys_z/s^7$. Setting $\mathbf s=-\mathbf R_j$ reverses the sign:

$$B=\sum_jq_j\frac{15X_jY_jZ_j}{R_j^7}.$$

The oxygens cancel in pairs at $\pm\mathbf R_j$, so the Hf ions determine $B$. For the four nearest, $XYZ=R^3/(3\sqrt3)$ each, and they give

$$\frac{4\times4\times15}{3\sqrt3\,R^4}=1.94\times10^4\ e/\text{nm}^4 .$$

The full sum is $B=1.817\times10^4\ e/\text{nm}^4$, so the more distant ions take off about 6% of the nearest-shell value.

Q: And the fourth order?

A: The cyclic symmetry leaves

$$\phi_4=\alpha_4(x^4+y^4+z^4)+\beta_4(x^2y^2+y^2z^2+z^2x^2).$$

Laplace's equation must hold order by order. The first bracket gives $12r^2$. The second gives $4r^2$, since for instance $\nabla^2(x^2y^2)=2y^2+2x^2$. Hence $12\alpha_4+4\beta_4=0$, or $\beta_4=-3\alpha_4$. Now use $x^2y^2+y^2z^2+z^2x^2=\tfrac12(r^4-x^4-y^4-z^4)$:

$$\phi_4=\alpha_4\left[\tfrac52(x^4+y^4+z^4)-\tfrac32r^4\right]
=D\left[x^4+y^4+z^4-\tfrac35r^4\right],\quad D=\tfrac52\alpha_4 .$$

The coefficient $\alpha_4$ is read off along the $x$ axis. There

$$\frac1{\sqrt{R^2-2xX+x^2}}=\sum_l\frac{x^l}{R^{l+1}}P_l(X/R)$$

with the Legendre polynomials $P_l$, so

$$D=\frac52\sum_jq_j\frac{P_4(X_j/R_j)}{R_j^5},\qquad P_4(t)=\frac{35t^4-30t^2+3}8 .$$

The sum gives $D=-4.32\times10^4\ e/\text{nm}^5$. At fifth order the symmetry would allow $xyz\,r^2$, but its Laplacian is $18\,xyz$, so its coefficient is zero. The correction to what we have starts at sixth order:

$$\Delta E=k_eq\left[B\,xyz+D\left(x^4+y^4+z^4-\tfrac35r^4\right)+O(u^6)\right].$$

Q: Put in a displacement that I can picture.

A: Take $u=0.01$ nm. Towards the Hf ion at $[111]$ each coordinate is $u/\sqrt3$, so $xyz=u^3/(3\sqrt3)$ and the quartic bracket is $(\tfrac13-\tfrac35)u^4=-\tfrac4{15}u^4$. The two terms are

$$1.440\times(-2)\times1.817\times10^4\times\frac{10^{-6}}{5.196}\ \text{eV}=-10.07\ \text{meV},$$

$$1.440\times(-2)\times(-4.32\times10^4)\times\left(-\tfrac4{15}\right)\times10^{-8}\ \text{eV}=-0.33\ \text{meV}.$$

Their sum is $-10.4$ meV. In the opposite direction the cubic term changes sign and the quartic one does not, which gives $+9.7$ meV. Along $[100]$ the cubic term is zero and the quartic bracket is $\tfrac25u^4$, which gives $+0.50$ meV.

I also evaluated the potential difference without any expansion, by Ewald's method. It splits the lattice sum into a short-ranged part summed over ions and a smooth part summed as a Fourier series. The results are $-10.4$, $+9.74$ and $+0.498$ meV, in agreement with the expansion.

Q: So the energy goes down on one side. The oxygen site is not even a minimum.

A: Not in this model. The point is stationary, with zero curvature in every direction and a cubic term that lowers the energy towards each of the four Hf neighbours. Coulomb forces from fixed point ions do not hold the oxygen there. Whatever holds it must come from something that we have left out.

## Second half: strain, collective motion and real bonds

Q: Remind me what we are carrying over, and then I want to see where it breaks.

A: An oxygen of charge $q=-2$ sits at a tetrahedral site among point ions, with Hf of charge $+4$. The lattice constant is $a=0.51$ nm, the Hf–O distance is $R=0.2208$ nm and the O–O distance is $d=a/2=0.255$ nm. The potential $\phi$ of the other ions has second derivatives $G_{ab}$ at the site. Symmetry makes $G$ isotropic, Laplace's equation makes it traceless, and so it vanishes. The stiffness $k$ is defined by $\Delta E=ku^2/2$, with $k_e=1.440$ eV nm. For one moved oxygen the Coulomb part of $k$ is zero, and the first term in the energy is cubic.

Q: Start with strain. Films on electrodes are not perfectly cubic.

A: Stretch the crystal by a fraction $\epsilon$ along $z$ and keep $x$ and $y$ fixed. The half-turns survive, so $G$ stays diagonal. The exchange of $x$ and $y$ also survives, but the cyclic exchange of all three axes is lost. With zero trace this leaves $G_{xx}=G_{yy}=-G_{zz}/2$.

The size can be estimated from the nearest shells, to first order in $\epsilon$. For each of four Hf ions $3Z^2-R^2=2Z^2-2X^2\approx4\epsilon X^2=\tfrac43\epsilon R^2$. Together they give $4\times4\times\tfrac43\epsilon/R^3=19.8\ e/\text{nm}^3$ for $\epsilon=0.01$. Of the six nearest oxygens, the two on the $z$ axis give $-8(1-3\epsilon)/d^3$ and the other four give $+8/d^3$. Their sum is $24\epsilon/d^3=14.5\ e/\text{nm}^3$. The full lattice sum is $29.1\ e/\text{nm}^3$, so the more distant shells take back about 5.

In terms of stiffness, a stretch of 1% gives

$$k_z=1.440\times(-2)\times29.1=-84\ \text{eV/nm}^2,\qquad k_x=k_y=+42\ \text{eV/nm}^2 .$$

The result for one oxygen is thus tied to the cubic lattice, and a small stretch along one axis changes it in proportion to the strain. A uniform expansion keeps the cubic symmetry and leaves the term at zero.

Q: My second objection is practical. If I move one oxygen in a periodic simulation cell, the Coulomb energy does have a second-order term.

A: It does, because the periodic images move as well. Let the cell be cubic, with volume $V$, and let the potential be periodic, which means no macroscopic field. This is the case of conducting boundaries. The moved oxygen and its images form a rigid lattice with charge $q$ per cell. Its internal energy does not depend on $\mathbf u$. What changes is its interaction with the rest, whose charge is $-q$ per cell.

A periodic potential has no net flux of its gradient through the cell faces, so its source must be neutral on average. I therefore add a uniform density $+q/V$ to the rest and $-q/V$ to the moved lattice. The total charge density is unchanged. The uniform density added to the moved lattice sees the cell average of the potential, which does not depend on $\mathbf u$. At the oxygen site the rest now has the density $q/V$, and Poisson's equation replaces Laplace's:

$$\nabla^2\phi_{\rm rest}=-\frac{4\pi q}{V}.$$

The site is still tetrahedral, so each diagonal second derivative is a third of this, and

$$k_{\rm cell}=-\frac{4\pi}3\frac{k_eq^2}{V}.$$

For a 12-ion cell $V=a^3=0.1327$ nm³, and $k=-4.189\times1.440\times4/0.1327=-182$ eV/nm². With 96 ions the volume is 8 times larger and $k=-22.7$ eV/nm². Second differences of Ewald energies for displaced cells agree with the formula in both cases. The term vanishes as $1/V$, which leads back to the single oxygen in an infinite crystal.

For one oxygen displaced among fixed, rigid point ions in an infinite cubic crystal, the second-order Coulomb energy vanishes and a cubic term comes first; strain or moving periodic images bring a second-order term back. What remains is the case of many displaced oxygens, the repulsion and polarization left out so far, and what carries over to real hafnia.
